# Airy levels and Fang-Howard estimate for a triangular well in silicon, part 2

Hartree atomic units are used: $\hbar = m_e = e = 4\pi\epsilon_0 = 1$. An electron of mass $m$ moves on $z>0$ in the potential $Fz$ with constant $F>0$, and a hard wall imposes $\psi(0)=0$:

$$H = -\frac{1}{2m}\frac{d^2}{dz^2} + Fz .$$

With $l = (2mF)^{-1/3}$, $E_0 = Fl = (F^2/2m)^{1/3}$, $z = lx$ and $E = \lambda E_0$, the scaled equation (primes mean $d/dx$) is

$$h\psi \equiv -\psi'' + x\psi = \lambda\psi .$$

The exact levels are $E_n = |a_n|E_0$, so $\lambda_n=|a_n|$, where the $a_n$ are the zeros of the Airy function:

$$a_1 = -2.338107,\qquad a_2 = -4.087949,\qquad a_3 = -5.520560 .$$

The normalized states

$$\psi_n(z) = l^{-1/2}\,\frac{\mathrm{Ai}(z/l+a_n)}{\mathrm{Ai}'(a_n)}$$

have slope $+1$ at the wall in the scaled variable, with $\langle x\rangle=\frac23|a_n|$, $\langle x^2\rangle=\frac{8}{15}a_n^2$ and $\langle V\rangle = 2\langle T\rangle$.

We now estimate $E_1$ with the Fang-Howard function $\phi\propto z\,e^{-bz/2}$, minimizing over $b$. Since $\phi$ vanishes linearly at the wall, $E[\phi]\ge E_1$ when normalized. A trial function with $\phi(0)\neq0$ gives no such bound, which was the first trap.

Part (c) treats a Si(100) inversion layer with $m_l = 0.916$, $m_t = 0.190$, dielectric constant $\varepsilon = 11.7$, acceptor density $N_A = 10^{17}\ \text{cm}^{-3}$ and depletion width $W = 100$ nm. In the envelope equation the mass in $H$ is $m_z$: $m_l$ for the twofold valleys, $m_t$ for the fourfold. The depletion potential is

$$V(z) = Fz\left(1-\frac{z}{2W}\right), \qquad F = \frac{4\pi N_AW}{\varepsilon}.$$

The triangular well drops the second term, whose first-order shift is $-F\langle z^2\rangle/2W$. A fixed $F$ requires electron sheet density $n_s\ll N_AW$.

The numerical check uses the contour integral $\mathrm{Ai}(s)=\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{iw^3/3+isw}\,dt$, $w=t+i\eta$, for any $\eta>0$, and, for $s>0$ and $\zeta=\frac23s^{3/2}$, the bound

$$1-\frac{5}{72\zeta}\ \le\ 2\sqrt\pi\,s^{1/4}e^{\zeta}\,\mathrm{Ai}(s)\ \le\ 1 .$$

**The integrals.** Return to $z$. All integrals follow from $\int_0^\infty z^ke^{-bz}dz = k!/b^{k+1}$, obtained by differentiating $\int_0^\infty e^{-bz}dz = 1/b$ with respect to $b$. With $\phi = Az\,e^{-bz/2}$, the norm is $A^2\cdot2/b^3$, so $A^2 = b^3/2$. The mean position is

$$\langle z\rangle = \frac{b^3}{2}\cdot\frac{6}{b^4} = \frac3b .$$

The slope is $\phi' = A(1-bz/2)e^{-bz/2}$, so

$$\int_0^\infty\phi'^2dz = \frac{b^3}{2}\left(\frac1b-b\cdot\frac{1}{b^2}+\frac{b^2}{4}\cdot\frac{2}{b^3}\right) = \frac{b^3}{2}\cdot\frac{1}{2b} = \frac{b^2}{4}.$$

The other form agrees, as it must for $\phi(0)=0$: $\phi'' = A(-b+b^2z/4)e^{-bz/2}$ and $-\int\phi\phi'' = \frac{b^3}{2}\left(b\cdot\frac{1}{b^2}-\frac{b^2}{4}\cdot\frac{2}{b^3}\right) = \frac{b^2}{4}$. Thus $\langle T\rangle = b^2/8m$. The wave function decays with $b/2$ and the density with $b$. Mixing the two conventions, for instance by writing $b^2/2m$ for the kinetic energy while keeping $3/b$, gives wrong powers of 2.

**The minimum.**

$$E(b) = \frac{b^2}{8m}+\frac{3F}{b},\qquad E'(b) = \frac{b}{4m}-\frac{3F}{b^2},\qquad E''(b) = \frac{1}{4m}+\frac{6F}{b^3}>0 .$$

The function is convex for all $b>0$, so the stationary point $b^3 = 12mF$ is the only minimum. With $2mF = l^{-3}$ this reads $\beta\equiv bl = 6^{1/3} = 1.817121$. At the minimum $F = b^3/12m$, so $\langle V\rangle = 3F/b = b^2/4m = 2\langle T\rangle$ and $E_{FH} = 3b^2/8m$. Cubing,

$$E_{FH}^3 = \frac{27}{512}\cdot\frac{144\,m^2F^2}{m^3} = \frac{27\cdot288}{512}\cdot\frac{F^2}{2m} = \frac{243}{16}E_0^3 .$$

In units of $E_0 = 1/2ml^2$, the kinetic part is $\beta^2/4 = 0.825482$ and the potential part is $3/\beta = 1.650964$, which together give 2.476445. The excess over the exact level is $2.476445-2.338107 = 0.138338$, and

$$\frac{E_{FH}}{E_1} = \frac{2.476445}{2.338107} = 1.059167 .$$

Both states have $F\langle z\rangle = \frac23E$, so $\langle z\rangle_{FH}/\langle z\rangle_1 = 1.650964/1.558738$ is the same ratio. The rule that a variational calculation gets the energy better than other quantities has no force here for $\langle z\rangle$ or $\langle T\rangle$. The parameter $b$ only stretches the function, minimizing over a stretch enforces the virial relation, and that relation ties both parts to the total.

**Where the excess comes from.** In the scaled variable $\phi = \sqrt3\,x\,e^{-\beta x/2}$, because $\beta^3/2=3$. For an eigenstate the local energy $h\phi/\phi$ is constant. Here $\phi''/\phi = -\beta/x+\beta^2/4$, so

$$\frac{h\phi}{\phi} = \frac{\beta}{x}+x-\frac{\beta^2}{4},$$

which diverges at both ends. At large $x$ a fixed decay rate cannot follow $e^{-\frac23x^{3/2}}$, and the trial function reaches too far up the slope. At the wall the exact states have $\psi''(0) = -\lambda\psi(0) = 0$, while $\phi''(0) = -\sqrt3\,\beta$.

The states $\psi_n$ are orthogonal: $(\lambda_n-\lambda_k)\int\psi_n\psi_k = [\psi_n\psi_k'-\psi_k\psi_n']_0^\infty = 0$. They are also complete, by the Sturm-Liouville expansion theorem for a potential that rises without limit. That theorem is used only in this paragraph and the next, and the bound above does not depend on it. With $\phi = \sum c_n\psi_n$ and $\sum c_n^2=1$, the excess is $\sum_nc_n^2(\lambda_n-\lambda_1)$. Every term with $n\ge2$ has $\lambda_n-\lambda_1\ge\lambda_2-\lambda_1$, so the excess is at least $(1-c_1^2)(\lambda_2-\lambda_1)$, and

$$c_1^2\ \ge\ 1-\frac{0.138338}{4.087949-2.338107} = 0.92094 .$$

Quadrature gives $c_1^2 = 0.96727$, $c_2^2 = 0.00732$, $c_3^2 = 0.01861$, with 0.00680 left for all $n>3$. The contributions to the excess are 0.01281 from $n=2$, 0.05922 from $n=3$ and 0.06630 from $n>3$.

The pattern is not the one a first guess would give. The nearest excited state gives the smallest of these three entries, less than a quarter of what $n=3$ gives, and nearly half of the excess comes from the states with $n>3$ taken together, which hold under one percent of the weight. The fall of the weights at high $n$ can be derived. Let $G = h\phi$. Because $\phi(0)=\psi_n(0)=0$, integration by parts gives $\lambda_nc_n = \int\psi_nG$. A second round has a boundary term, since $G(0) = -\phi''(0) = \sqrt3\,\beta\ne0$: $-\int\psi_n''G = \psi_n'(0)G(0)-\int\psi_nG''$. With $\psi_n'(0)=1$,

$$\lambda_n^2c_n = \sqrt3\,\beta+\int_0^\infty\psi_n\,hG\,dx .$$

The last term is an expansion coefficient of the square-integrable function $hG$, and it tends to zero by Bessel's inequality. Thus $c_n^2\to3\beta^2/\lambda_n^4$, and the energy contributions fall only as $\lambda_n^{-3}$. The wrong curvature at the wall produces this power-law tail. The limit is far from reached at the lowest $n$: it gives $3\beta^2/\lambda_n^4 = 0.0355$ for $n=2$ and $0.0107$ for $n=3$, against 0.00732 and 0.01861. It fixes the form of the far tail and is not a derivation of the value 0.06630.

## Part (c): the silicon layer

The conversions are 1 bohr $=0.0529177$ nm and 1 Ha $=27211.39$ meV. The acceptor density is $10^{17}\ \text{cm}^{-3} = 10^{-4}\ \text{nm}^{-3}$, so

$$N_A = 10^{-4}\times0.0529177^3 = 1.48185\times10^{-8}\ \text{bohr}^{-3},\qquad W = \frac{100}{0.0529177} = 1889.73\ \text{bohr}.$$

The depletion charge is $N_AW = 2.80029\times10^{-5}\ \text{bohr}^{-2}$, or $1.00\times10^{12}\ \text{cm}^{-2}$, and the electron sheet density must be well below this. The field is

$$F = \frac{4\pi\times2.80029\times10^{-5}}{11.7} = 3.00764\times10^{-5}\ \text{Ha/bohr},$$

which, with the atomic field unit $5.14221\times10^{11}$ V/m, is $1.5466\times10^5$ V/cm. The total band bending is $V(W) = FW/2 = 0.02842$ Ha $=773.3$ meV. The calculation gives the levels available to electrons in this well. How many electrons occupy them depends on the temperature and the Fermi level. At room temperature, with an intrinsic density $n_i$ of roughly $10^{10}\ \text{cm}^{-3}$, the bulk Fermi potential $k_BT\ln(N_A/n_i)$ is about 0.42 eV, so 773 meV lies between once and twice this value. The example is therefore in weak inversion, with an electron sheet density of order $10^9\ \text{cm}^{-2}$, which meets the condition $n_s\ll N_AW$ but is not a strongly inverted channel.

**Twofold valleys, $m_z=0.916$.**

$$l = (2\times0.916\times3.00764\times10^{-5})^{-1/3} = 26.279\ \text{bohr},$$

$$E_0 = 3.00764\times10^{-5}\times26.279 = 7.9039\times10^{-4}\ \text{Ha} = 21.508\ \text{meV}.$$

The exact levels are $E_1 = 2.338107\times7.90392\times10^{-4} = 1.84802\times10^{-3}$ Ha $=50.29$ meV and $E_2 = 4.087949\times7.90392\times10^{-4} = 3.23108\times10^{-3}$ Ha $=87.92$ meV. The trial function has $b = 1.817121/26.279 = 0.06915\ \text{bohr}^{-1}$. Its energies are $\langle T\rangle = 0.069146^2/(8\times0.916) = 6.5245\times10^{-4}$ Ha and $\langle V\rangle = 3\times3.00764\times10^{-5}/0.069146 = 1.3049\times10^{-3}$ Ha. Their sum is $E_{FH} = 1.95736\times10^{-3}$ Ha $=53.26$ meV, above $E_1$ by $1.0934\times10^{-4}$ Ha $=2.98$ meV, a ratio of 1.05917. The mean distance is $1.558738\times26.279 = 40.96$ bohr for the exact state and $3/0.069146 = 43.39$ bohr for the trial state. Both are small beside $W$.

The dropped curvature of the depletion potential shifts the ground level by

$$-\frac{3.00764\times10^{-5}\times2.91560\times26.279^2}{2\times1889.73} = -1.602\times10^{-5}\ \text{Ha},$$

or $-0.87$ percent of $E_1$. Diagonalizing the full quadratic potential gives $-1.617\times10^{-5}$ Ha. The small extra lowering has the sign of a second-order correction to a ground state.

**Fourfold valleys, $m_z=0.190$.** Both $l$ and $E_0$ scale as $m^{-1/3}$, and $(0.916/0.190)^{1/3} = 1.68933$. So $l = 44.395$ bohr and $E_0 = 1.33523\times10^{-3}$ Ha $=36.333$ meV. The exact levels are $E_1' = 3.12191\times10^{-3}$ Ha $=84.95$ meV and $E_2' = 5.45836\times10^{-3}$ Ha $=148.53$ meV. The trial function has $b = 1.817121/44.395 = 0.040931\ \text{bohr}^{-1}$, $\langle T\rangle = 1.10221\times10^{-3}$ Ha and $\langle V\rangle = 2.20442\times10^{-3}$ Ha, so $E_{FH}' = 3.30663\times10^{-3}$ Ha $=89.98$ meV. The excess is $1.8471\times10^{-4}$ Ha $=5.03$ meV, and the ratio is again 1.05917. The mean distances are 69.20 and 73.29 bohr. The curvature shift is $-4.573\times10^{-5}$ Ha, or $-1.46$ percent, against $-4.645\times10^{-5}$ Ha from diagonalization. It is larger because the light electrons sit farther out.

**Order of the subbands.** In the model the order is $E_1 = 50.29$, $E_1' = 84.95$, $E_2 = 87.92$ meV. A second trap lies here. If the fourfold ground level is taken from the Fang-Howard function and the twofold excited level from the Airy zero, 89.98 meV is compared with 87.92 meV and the order comes out reversed. An upper bound on $E_1'$ that lies above $E_2$ does not show that $E_1'$ does. The near coincidence does not depend on the field. In units of the twofold $E_0$ the three numbers are $1.68933\times2.338107 = 3.9498$, then 4.0879, then $1.68933\times2.476445 = 4.1835$, and they are fixed by the mass ratio alone.

## Limits and conditions of validity

All levels scale as $F^{2/3}m^{-1/3}$ and the width as $(mF)^{-1/3}$. As $F\to0$ the levels collapse toward the band edge and the states spread out. Whether the linear form then fails depends on what is held fixed, because $l/W = E_0/(FW) = E_0/2V(W)$. At fixed $W$, or at fixed $N_A$ with shrinking $W$, the ratio $l/W$ grows and the linear form eventually fails. At fixed band bending $V(W)$, which is closer to an inversion layer on more lightly doped silicon, $l/W$ falls as $F^{2/3}$ and the linear form improves. The first-order curvature shift relative to $E_1$ is $-\frac{8}{15}a_1^2Fl^2/(2W|a_1|Fl) = -\frac{4}{15}|a_1|\,l/W$, which shows that $l/W$ is the small parameter. At very large $F$ the width shrinks toward a single lattice spacing and the levels climb high into the band, where the envelope equation and the parabolic dispersion fail. The silicon example is already narrow: with a lattice constant of 10.26 bohr, its twofold ground state has $\langle z\rangle$ of about four lattice constants, although the potential changes by only about 8 meV across one of them. In neither limit does the 5.917 percent change, since it compares two treatments of the same $H$.

A finite barrier lowers the levels. Inside a barrier of height $V_0$ far above the levels and mass $m_b$ the state decays as $e^{\kappa z}$ with $\kappa = (2m_bV_0)^{1/2}$, and continuity of $\psi$ and $\psi'/m$, assumed as the matching condition, gives $\psi(0)/\psi'(0^+) = m_b/(m\kappa)\equiv d$. For $d\ll l$ the function near the interface is close to the straight line $\psi'(0)(z+d)$, as if the hard wall stood at $z=-d$. Writing $Fz = F(z+d)-Fd$ shows that, to first order in $d/l$, every level of a given mass drops by $Fd$, a fraction $d/(|a_1|l)$ of the ground energy. With a barrier of roughly 3 eV, or 0.11 Ha, and a chosen barrier mass $m_b = 0.5$, $\kappa$ is about $0.33\ \text{bohr}^{-1}$, so $d$ is about 1.6 bohr for the twofold valleys and 7.9 bohr for the fourfold ones, while $|a_1|l$ is 61 and 104 bohr. The ground levels then drop by about 3 and 8 percent, which is not negligible beside 6 percent. The image potential from the dielectric mismatch with the oxide is also omitted, and it is not small. In its classical form it is $(\varepsilon-\varepsilon_{ox})/[4\varepsilon(\varepsilon+\varepsilon_{ox})z]$, or $0.0107/z$ for a chosen $\varepsilon_{ox}=3.9$. With $\langle 1/z\rangle = b/2$ for the Fang-Howard function, the first-order estimate is a rise of about 10 meV for the twofold and 6 meV for the fourfold ground level. Diagonalizing with the hard wall gives about 9 and 5 meV, or 17 and 6 percent, so for the twofold valleys this term outweighs the variational error. The Hartree field of the inversion electrons and exchange-correlation are omitted as well. In strong inversion the electrons screen the field, the potential flattens away from the interface, and the error of the Fang-Howard function has to be found afresh against a self-consistent solution. For the same reasons the order of $E_1'$ and $E_2$, which differ by less than the variational error, is a statement about the model and cannot be carried over to a real device without these corrections.

## The numerical check

The numerical check below evaluates $\mathrm{Ai}$ from the contour integral at two values of $\eta$, from the power series and from a standard routine, and it tests the two-sided asymptotic bound. It compares the zeros of the series with a finite-difference diagonalization of $h$, which makes no use of Airy functions and returns 2.338107, 4.087949 and 5.520560. The norm and $\langle x\rangle$ are checked by quadrature, and the Fang-Howard integrals, both forms of $\langle T\rangle$, the minimum and the value $243/16$ are checked by symbolic algebra. The weights $c_n^2$ are compared with overlaps on the grid eigenvectors. For silicon it tests $F$ against the SI formula, diagonalizes $H$ directly in bohr for both masses, and minimizes the energy of $z\,e^{-bz/2}$ on the grid, finding $b = 0.069147$ and $0.040931\ \text{bohr}^{-1}$ against the formula values 0.069146 and 0.040931. It also tests the curvature shift against the quadratic potential and the order $E_1' < E_2 < E_{FH}'$ of part (c).

## Numbers as computed

```
Ai(0) = 0.355028, Ai'(0) = -0.258819 (dimensionless)
n=1: a_n = -2.338107, FD E/E0 = 2.338107, Ai'(a_n) = 0.701211
n=2: a_n = -4.087949, FD E/E0 = 4.087949, Ai'(a_n) = -0.803111
n=3: a_n = -5.520560, FD E/E0 = 5.520560, Ai'(a_n) = 0.865204
FH: b*l = 1.817121, <T>/E0 = 0.825482, <V>/E0 = 1.650964
E_FH/E0 = 2.476445, (E_FH-E_1)/E0 = 0.138338
E_FH/E_1 = 1.059167, excess = 5.917 percent
<z>/l: exact 1.558738, FH 1.650964; exact <z^2>/l^2 = 2.91560
weights c_n^2, n=1,2,3: 0.96727 0.00732 0.01861
weight in n>3: 0.00680; lower bound on c_1^2: 0.92094
excess/E0 from n=2: 0.01281, n=3: 0.05922, n>3: 0.06630
inputs: m_l = 0.916, m_t = 0.19 m_e, eps = 11.7, N_A = 1e+17 cm^-3, W = 100.0 nm
1 bohr = 0.0529177 nm, 1 Ha = 27211.39 meV, field unit = 5.14221e+11 V/m
N_A = 1.48185e-08 bohr^-3, W = 1889.73 bohr
N_A W = 2.80029e-05 bohr^-2 = 1.00e+12 cm^-2
F = 3.00764e-05 Ha/bohr = 1.5466e+05 V/cm
band bending F W/2 = 0.02842 Ha = 773.3 meV
--- twofold valleys, m_z = 0.916 m_e
l = 26.279 bohr, E0 = 7.90392e-04 Ha = 21.508 meV
E_1 = 1.84802e-03 Ha = 50.29 meV (FD 1.84802e-03 Ha)
E_2 = 3.23108e-03 Ha = 87.92 meV
b = 0.069146 1/bohr (grid minimum 0.069147 1/bohr)
FH <T> = 6.52454e-04 Ha, <V> = 1.30491e-03 Ha
E_FH = 1.95736e-03 Ha = 53.26 meV
E_FH - E_1 = 1.0934e-04 Ha = 2.98 meV, ratio 1.05917
<z>: exact 40.96 bohr, FH 43.39 bohr
curvature shift -1.602e-05 Ha = -0.87 percent (FD -1.617e-05 Ha)
--- fourfold valleys, m_z = 0.19 m_e
l = 44.395 bohr, E0 = 1.33523e-03 Ha = 36.333 meV
E_1 = 3.12191e-03 Ha = 84.95 meV (FD 3.12191e-03 Ha)
E_2 = 5.45836e-03 Ha = 148.53 meV
b = 0.040931 1/bohr (grid minimum 0.040931 1/bohr)
FH <T> = 1.10221e-03 Ha, <V> = 2.20442e-03 Ha
E_FH = 3.30663e-03 Ha = 89.98 meV
E_FH - E_1 = 1.8471e-04 Ha = 5.03 meV, ratio 1.05917
<z>: exact 69.20 bohr, FH 73.29 bohr
curvature shift -4.573e-05 Ha = -1.46 percent (FD -4.645e-05 Ha)
(m_l/m_t)^(1/3) = 1.68933
in twofold E0: fourfold E_1 3.9498 < twofold E_2 4.0879 < fourfold E_FH 4.1835
```
